\section*{Ghost Interaction in the 1s–2s Ensemble of Hydrogen}

\section{An average of atoms and an atom with an average density}

\textbf{Q.} I want the 1s--2s excitation energy of hydrogen from an ensemble calculation. There is one electron in the atom. Why does my calculation contain a repulsion between a 1s electron and a 2s electron?

\textbf{A.} Let us first fix what the ensemble means. With weight $w$ on the upper state, its statistical operator is
\begin{equation}
\hat\Gamma_w=(1-w)\,|1\rangle\langle 1|+w\,|2\rangle\langle 2| ,\qquad 0\le w\le \tfrac12 .
\end{equation}
It describes a collection of separate atoms, a fraction $1-w$ in 1s and a fraction $w$ in 2s. Any expectation value is the weighted average of the values for the members. For the electron repulsion $\hat W$,
\begin{equation}
\mathrm{Tr}(\hat\Gamma_w\hat W)=(1-w)\langle1|\hat W|1\rangle+w\langle2|\hat W|2\rangle ,
\end{equation}
which is linear in the weights and has no term joining the two members. Here it is zero, because each atom has one electron.

The density is also an average, $n_w=(1-w)n_1+wn_2$. The Hartree energy, however, is quadratic in the density:
\begin{equation}
E_H[n]=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\end{equation}
I use Hartree atomic units and define
\begin{equation}
J_{ij}=\iint\frac{n_i(\mathbf r)n_j(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',
\qquad E_H[n_i]=\tfrac12J_{ii}.
\end{equation}
Inserting $n_w$ gives two equal mixed products, which cancel the prefactor $\frac12$:
\begin{equation}
E_H[n_w]=\tfrac12(1-w)^2J_{11}+\tfrac12w^2J_{22}+w(1-w)J_{12}.
\label{eq:hartree}
\end{equation}
The last term is the repulsion you found. It treats two alternatives as two charge clouds present in the same atom. This is the ghost interaction.

\textbf{Q.} Is the Hartree energy of the ensemble density therefore wrong?

\textbf{A.} Not by itself. It is one piece of a chosen partition of the energy, and the exchange-correlation piece may compensate it. For one electron the non-interacting ensemble with the same density is the true ensemble, so $E_{xc}$ contains no kinetic part, and the exact interaction energy vanishes. Hence the exact ensemble functional must satisfy $E_{xc}^w[n]=-E_H[n]$. That removes all three terms of Eq.~\eqref{eq:hartree}. An error arises when an approximate functional fails to do this.

\textbf{Q.} The cross term is positive. Does the ensemble Hartree energy then exceed the average of the two state energies?

\textbf{A.} No. Subtract the average and collect the coefficients, using $(1-w)^2-(1-w)=-w(1-w)$ and $w^2-w=-w(1-w)$:
\begin{align}
&E_H[n_w]-(1-w)E_H[n_1]-wE_H[n_2]\nonumber\\
&\quad=-w(1-w)\left[\tfrac12(J_{11}+J_{22})-J_{12}\right]\equiv-w(1-w)D .
\end{align}
The bracket is the Hartree expression evaluated for $\delta n=n_1-n_2$. Let $\phi$ be the potential of this neutral charge distribution, with $\nabla^2\phi=-4\pi\,\delta n$. Integration by parts, with a vanishing surface term, gives
\begin{equation}
D=\frac12\int\delta n\,\phi\,d\mathbf r=\frac1{8\pi}\int|\nabla\phi|^2d\mathbf r>0 .
\end{equation}
The total Hartree energy is thus below the average. The squared weights remove more self-repulsion than the cross term adds. What matters for the final energy is what exchange does with each part.

\section{What exchange leaves behind}

\textbf{Q.} Suppose I use Fock exchange. Does it not remove self-interaction?

\textbf{A.} It removes the diagonal part. Take both states with the same spin and real orbitals $\varphi_1,\varphi_2$. The ensemble density matrix is
\begin{equation}
\gamma_w(\mathbf r,\mathbf r')=(1-w)\varphi_1(\mathbf r)\varphi_1(\mathbf r')+w\varphi_2(\mathbf r)\varphi_2(\mathbf r').
\end{equation}
Fock exchange is $-\frac12\iint|\gamma_w|^2/|\mathbf r-\mathbf r'|$. Squaring $\gamma_w$ gives
\begin{equation}
E_x[\gamma_w]=-\tfrac12(1-w)^2J_{11}-\tfrac12w^2J_{22}-w(1-w)K_{12},
\end{equation}
where
\begin{equation}
K_{12}=\iint\frac{\varphi_1(\mathbf r)\varphi_2(\mathbf r)\varphi_1(\mathbf r')\varphi_2(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\end{equation}
Adding Eq.~\eqref{eq:hartree} cancels the terms in $J_{11}$ and $J_{22}$ and leaves
\begin{equation}
G(w)=w(1-w)X,\qquad X=J_{12}-K_{12}.
\label{eq:ghost}
\end{equation}
This remainder cannot be negative, since expanding the square shows that
\begin{equation}
X=\frac12\iint\frac{[\varphi_1(\mathbf r)\varphi_2(\mathbf r')-\varphi_2(\mathbf r)\varphi_1(\mathbf r')]^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'\ge0 .
\end{equation}
It is the repulsion of two same-spin electrons in a determinant, although no member of the ensemble contains two electrons.

\textbf{Q.} How large are these integrals for hydrogen?

\textbf{A.} They can be done by hand. For spherical densities the angular average of $1/|\mathbf r-\mathbf r'|$ is $1/\max(r,r')$. The radial distributions, including the factor $r^2$, are
\begin{equation}
p_1=4r^2e^{-2r},\qquad p_2=\tfrac18(4r^2-4r^3+r^4)e^{-r}.
\end{equation}
The potential of each is the enclosed charge divided by $r$, plus the contribution of the outer shells:
\begin{align}
v_1&=\frac1r-e^{-2r}\left(1+\frac1r\right),\\
v_2&=\frac1r-e^{-r}\left(\frac1r+\frac34+\frac r4+\frac{r^2}8\right).
\end{align}
With $\int_0^\infty r^me^{-ar}dr=m!/a^{m+1}$,
\begin{align}
J_{11}&=\int_0^\infty p_1v_1\,dr=1-\frac18-\frac14=\frac58,\\
J_{12}&=\int_0^\infty p_2v_1\,dr
=\frac14-\frac18\int_0^\infty(4r-3r^3+r^4)e^{-3r}dr\nonumber\\
&=\frac14-\frac18\left(\frac49-\frac{18}{81}+\frac{24}{243}\right)=\frac{17}{81}.
\end{align}
For $J_{22}=\int_0^\infty p_2v_2\,dr$, multiplying out the polynomials gives
\begin{align}
J_{22}&=\frac14-\frac18\int_0^\infty\left(4r-r^2-r^3+\frac{r^4}4-\frac{r^5}4+\frac{r^6}8\right)e^{-2r}dr\nonumber\\
&=\frac14-\frac18\left(1-\frac14-\frac38+\frac3{16}-\frac{15}{32}+\frac{45}{64}\right)=\frac{77}{512}.
\end{align}
For exchange, the radial product of the two orbitals and its enclosed integral are
\begin{equation}
p_{12}=\frac{2r^2-r^3}{\sqrt2}e^{-3r/2},\qquad
\int_0^r p_{12}(s)\,ds=\frac{\sqrt2}{3}r^3e^{-3r/2}.
\end{equation}
Differentiating the second expression confirms it. The regions $r'<r$ and $r'>r$ contribute equally, hence
\begin{align}
K_{12}&=2\int_0^\infty\frac{p_{12}(r)}r\,\frac{\sqrt2}{3}r^3e^{-3r/2}\,dr
=\frac23\int_0^\infty(2r^4-r^5)e^{-3r}dr\nonumber\\
&=\frac23\left(\frac{48}{243}-\frac{120}{729}\right)=\frac{16}{729}.
\end{align}
The ghost strength is therefore
\begin{equation}
X=\frac{17}{81}-\frac{16}{729}=\frac{137}{729}=0.1879\ \text{hartree}=5.114\ \text{eV}.
\end{equation}
At $w=\frac12$ the spurious energy is $X/4=0.0470$ hartree, or 1.278 eV.

For the Hartree energy alone at $w=\frac12$, the three terms of Eq.~\eqref{eq:hartree} are $0.0781+0.0188+0.0525=0.1494$ hartree. The average of the state Hartree energies is 0.1938 hartree. The difference is $-D/4$ with $D=0.1778$ hartree, in accordance with the sign found above.

\textbf{Q.} Does the spin of the two states matter?

\textbf{A.} It changes this approximation. If you evaluate the same functional for 1s with spin up and 2s with spin down, Fock exchange acts within each spin block. The mixed exchange term is then absent and the ghost energy is $w(1-w)J_{12}$. At $w=\frac12$ it is 0.0525 hartree instead of 0.0470. The exact energy without a magnetic field is the same for both choices.

\section{The excitation energy}

\textbf{Q.} I use the ensemble to obtain an excitation energy. What happens to that?

\textbf{A.} We need the conditions under which the ensemble energy can be minimized. The 2s level is degenerate with 2p, so I restrict the orbitals to s symmetry and one spin. In that sector 1s and 2s are the two lowest states, with energies $E_1=-\frac12$ and $E_2=-\frac18$ for a fixed nucleus and the nonrelativistic Hamiltonian, the model used throughout.

Let $a$ and $b$ be the energies of two orthonormal trial states with weights $1-w$ and $w$. Their weighted energy is
\begin{equation}
(1-w)a+wb=(1-2w)a+w(a+b).
\end{equation}
We have $a\ge E_1$. The sum $a+b$ depends only on the plane spanned by the two states. That plane contains a vector orthogonal to the true ground state, whose energy is at least $E_2$; the vector perpendicular to it in the plane has energy at least $E_1$. Hence $a+b\ge E_1+E_2$. Both coefficients are non-negative for $0\le w\le\frac12$, so the minimum is
\begin{equation}
E_w=(1-w)E_1+wE_2,\qquad \frac{dE_w}{dw}=E_2-E_1=0.375\ \text{hartree}.
\end{equation}
This is the Gross--Oliveira--Kohn principle for our case. The exact energy is a straight line whose slope is the excitation energy, 10.2 eV.

Now add $G(w)$ while keeping the hydrogen orbitals fixed. The slope and the chord drawn from $w=0$ become
\begin{align}
\frac{dE_w^{\rm fix}}{dw}&=E_2-E_1+(1-2w)X,\\
\frac{E_w^{\rm fix}-E_0}{w}&=E_2-E_1+(1-w)X .
\end{align}
As $w\to0$ both tend to $0.375+0.188=0.563$ hartree, too large by half of the true excitation energy. At $w=\frac12$ the slope is correct, but the energy error $G$ has its maximum there, and the chord still gives $0.375+0.094=0.469$ hartree. A correct slope at one weight is therefore no sign of a correct ensemble energy.

\textbf{Q.} My program optimizes the orbitals. Does that remove the ghost?

\textbf{A.} It reduces the energy error but distorts the orbitals. For any orthonormal pair, the approximate energy is
\begin{equation}
\mathcal E_w=(1-w)h_{11}+wh_{22}+w(1-w)X[\varphi_1,\varphi_2],
\label{eq:relax}
\end{equation}
where $h_{ii}$ is the kinetic plus nuclear energy of orbital $i$. Since $X\ge0$, the variational principle puts $\mathcal E_w$ at or above the exact energy. Its minimum cannot exceed the value for hydrogen orbitals. At fixed orbitals the second derivative in $w$ is $-2X\le0$; a minimum over such concave functions is again concave, so the relaxed slope cannot increase with $w$.

To find the orbitals, note that a first-order change of $\gamma$ changes the energy by $\mathrm{Tr}(\hat F\,\delta\gamma)$, with $\hat F=\hat h+\hat J[\gamma]-\hat K[\gamma]$. A small rotation by $\theta$ between orbitals $i$ and $a$ with weights $w_i$ and $w_a$ gives
\begin{equation}
\delta\mathcal E=2\theta(w_i-w_a)F_{ia}.
\end{equation}
Orbitals with different weights must therefore have $F_{ia}=0$, and they can be chosen as eigenfunctions of $\hat F$. The diagonal self-terms cancel in their eigenvalues:
\begin{equation}
\varepsilon_1=h_{11}+wX,\qquad \varepsilon_2=h_{22}+(1-w)X .
\label{eq:eps}
\end{equation}
At a stationary point the orbital response does not contribute to the first derivative. Differentiating the explicit weights in Eq.~\eqref{eq:relax} gives
\begin{equation}
\frac{d\mathcal E_w}{dw}=h_{22}-h_{11}+(1-2w)X=\varepsilon_2-\varepsilon_1 .
\end{equation}
At $w=\frac12$ the two weights are equal and the energy no longer distinguishes rotations within the pair. I use the eigenfunctions of $\hat F$ there and read the slope as the limit from smaller $w$, assuming that the solution is continuous.

The calculated values, in hartree, are as follows. ``Excess'' means energy above the exact straight line.

\begin{center}
\begin{tabular}{ccccc}
$w$ & excess, fixed & excess, relaxed & slope, fixed & slope, relaxed\\
0.10 & 0.0169 & 0.0122 & 0.525 & 0.491\\
0.25 & 0.0352 & 0.0276 & 0.469 & 0.462\\
0.50 & 0.0470 & 0.0407 & 0.375 & 0.389
\end{tabular}
\end{center}

At $w=\frac12$ relaxation makes the slope worse. The explicit ghost contribution $(1-2w)X$ is zero there, so the excess of 0.014 hartree over the true 0.375 comes from $h_{22}-h_{11}$, evaluated with orbitals that the ghost repulsion has deformed.

\textbf{Q.} At small $w$ the relaxed slope is close to 0.5, which is the ionization energy. Is that a coincidence?

\textbf{A.} No. Equation~\eqref{eq:eps} shows that the second orbital feels a fraction $1-w$ of a 1s electron. The exchange part of this field, acting on $\varphi_2$, is proportional to $\varphi_1(\mathbf r)$ and dies out with the compact first orbital. At large distance the nuclear attraction and this repulsion therefore add to
\begin{equation}
-\frac1r+\frac{1-w}{r}=-\frac wr .
\end{equation}
For $w\to0$ the Coulomb tail disappears: the outer electron sees a nucleus screened by a complete 1s electron that does not exist in its atom. A change of order $w$ in the first orbital alters $h_{11}$ only at order $w^2$, because $h_{11}$ is stationary at 1s, and it alters the terms that already carry a factor $w$ only at order $w^2$ as well. To first order in $w$ the energy is therefore $E_1+w(h_{22}+X-E_1)$ with the first orbital kept at 1s, and the limiting slope is the lowest value of $h_{22}+X$ for an orbital orthogonal to 1s, minus $E_1$.

A very diffuse orbital brings $h_{22}+X$ as close to zero as desired, because its kinetic and interaction energies both vanish as it spreads. The short-range part of the field could still bind a second orbital, and that has to be computed. In two Gaussian bases the second level is positive. It falls from $5.6\times10^{-4}$ to $1.1\times10^{-4}$ hartree when more diffuse functions are added, as expected for an unbound electron. This is numerical evidence, not a proof, that no second bound orbital exists. With none, the slope tends to
\begin{equation}
0-E_1=0.5\ \text{hartree}=13.6\ \text{eV}.
\end{equation}
In this limit the calculation returns the ionization energy in place of the excitation energy of 10.2 eV.

\section{Removing the error}

\textbf{Q.} Can I simply delete the cross terms?

\textbf{A.} For one electron with Fock exchange, yes, because the diagonal terms have already cancelled. For several electrons that is not enough. Let each member $i$ be a single determinant with density matrix $\gamma_i$ and Hartree-plus-exchange energy $H_i=E_H[n_i]+E_x[\gamma_i]$. Since the functional is quadratic, evaluating it with the ensemble density matrix and deleting the cross terms leaves $\sum_iw_i^2H_i$. The expectation value of the repulsion in the ensemble is instead
\begin{equation}
E_{Hx}^{\rm av}=\sum_iw_i\left(E_H[n_i]+E_x[\gamma_i]\right).
\label{eq:average}
\end{equation}
Deletion alone would thus miss $\sum_iw_i(1-w_i)H_i$. The rule is to evaluate the interaction for each state first and to average afterwards. Correlation must still be added for interacting electrons.

For hydrogen each bracket in Eq.~\eqref{eq:average} is zero. The functional to be minimized is then $(1-w)h_{11}+wh_{22}$, whose minimum is the exact straight line, and both slope and chord give 0.375 hartree.

\textbf{Q.} How could I recognize the problem in a calculation where I do not know the answer?

\textbf{A.} For an ensemble of the two lowest, nondegenerate states of one symmetry sector (with more members, no state may carry more weight than a lower one), compute the ensemble energy at several weights in the range $0\le w\le\frac12$, with the external potential and the set of states unchanged. Beyond $w=\frac12$ the minimization puts the ground state on the larger weight, so even the exact minimum has a kink at $w=\frac12$. The exact energy is linear in $w$, so curvature reveals an error of the approximate functional. It does not identify the ghost term as the sole cause, since other weight-dependent errors can also bend the line, and a straight line alone does not prove that the slope is right. Evaluating $E_H[n_w]+E_x[\gamma_w]$ and the state-averaged form of Eq.~\eqref{eq:average} with the same orbitals isolates the Hartree-exchange part. The difference of two separately minimized energies also contains the one-electron energy of the deformed orbitals. The numerical check for hydrogen tests the quadratic Hartree law against the electrostatic field energy of the whole ensemble density, and the relaxed slope at $w=0.25$ against a finite difference of the energy.

\section*{Table of computed values}
\begin{verbatim}
Hydrogen 1s-2s ensemble; energies in hartree unless marked eV
E(1s) = -0.500000, E(2s) = -0.125000
exact excitation energy = 0.375000 = 10.2043 eV
J11 = 5/8 = 0.625000
J22 = 77/512 = 0.150391
J12 = 17/81 = 0.209877
K12 = 16/729 = 0.021948
J12-K12 = 137/729 = 0.187929 = 5.1138 eV
D = (J11+J22)/2-J12 = 0.177819
largest deviation, field energy vs quadratic law = 3.1e-11
Hartree energy: w, 1s part, 2s part, cross part, total, state average
  0.00 0.312500 0.000000 0.000000 0.312500 0.312500
  0.10 0.253125 0.000752 0.018889 0.272766 0.288770
  0.25 0.175781 0.004700 0.039352 0.219833 0.253174
  0.50 0.078125 0.018799 0.052469 0.149393 0.193848
Fixed orbitals: w, exact E, E with ghost, ghost G, slope, chord
  0.00 -0.500000 -0.500000 0.000000 0.562929 undefined
  0.10 -0.462500 -0.445586 0.016914 0.525343 0.544136
  0.25 -0.406250 -0.371013 0.035237 0.468964 0.515947
  0.50 -0.312500 -0.265518 0.046982 0.375000 0.468964
ghost energy at w=0.5: same spin = 0.046982 = 1.2784 eV
ghost energy at w=0.5: opposite spin = 0.052469
Relaxed orbitals: w, E, E minus exact E, slope (gap)
  0.10 -0.45032 0.01218 0.49135
  0.25 -0.37865 0.02760 0.46184
  0.50 -0.27178 0.04072 0.38919
finite-difference slope at w=0.25 = 0.46184
Second orbital energy at w=0, two Gaussian bases:
  smallest exponent 4.84e-04 bohr^-2: 0.000563
  smallest exponent 1.00e-04 bohr^-2: 0.000113
ionization energy, the w->0 relaxed slope = 0.500000 = 13.6057 eV
\end{verbatim}
